# A Vogel-Fulcher Fit of Permittivity Peaks Does Not Prove Diverging Relaxation Times

**The argument under review**

The manuscript concerns a relaxor whose real permittivity $\varepsilon'(\omega,T)$ has a maximum at a temperature $T_m$ that rises with frequency. The argument has three steps.

1. The peak temperatures between 100 Hz and 1 MHz are fitted very well by the Vogel-Fulcher law
$$\omega=\frac{1}{\tau_0}\exp\left[-\frac{U}{k(T_m-T_f)}\right],$$
whereas an Arrhenius law fits poorly and returns an unphysical attempt time.
2. At the peak, $\omega\tau(T_m)=1$, so the fit gives the relaxation time $\tau(T)$.
3. This $\tau(T)$ diverges at $T_f$. The dipoles therefore freeze at the finite temperature $T_f$.

I accept the first step. My question is whether the other two follow from it. To answer it, I consider a system in which every relaxation time is known in advance and remains finite at all $T>0$, and ask where its permittivity peaks lie.

**A system without freezing**

Let the polar regions be independent, linear Debye elements. An element with barrier $E$ relaxes in the time
$$\tau(E,T)=\tau_0\,e^{E/kT}.$$
The barriers lie between $U$ and $E_{\max}$, with width $W=E_{\max}-U$. The fraction of elements with barriers below $E$ is
$$P(E)=\left(\frac{E-U}{W}\right)^a,\qquad a>0,$$
and does not depend on temperature. The spectrum of $\ln\tau$ then extends from $\ln\tau_0+U/kT$ to $\ln\tau_0+E_{\max}/kT$. Its width $W/kT$ grows smoothly on cooling, and its slow end $\tau_{\max}=\tau_0e^{E_{\max}/kT}$ is finite at every $T>0$.

The static relaxational permittivity is taken as $\varepsilon_s(T)=A\,e^{-T/T_s}$. This is a phenomenological choice of a smooth, decreasing function with no singularity at any finite temperature. A temperature-independent background may be added without moving a peak. Interactions, nonlinearity and tunnelling are left out.

With the time factor $e^{-i\omega t}$, one element responds as $1/(1-i\omega\tau)$, whose real part is $1/(1+\omega^2\tau^2)$. With $p=dP/dE$,
$$\varepsilon'(\omega,T)=\varepsilon_s(T)\int_U^{E_{\max}}\frac{p(E)\,dE}{1+\omega^2\tau^2}.$$

Define $L=\ln(1/\omega\tau_0)$, so that $\omega\tau=e^{E/kT-L}$. The Debye factor is close to one for $E<kTL$ and close to zero for $E>kTL$, with a step whose width is of order $kT$. If the barrier distribution is much broader than this step, then
$$\varepsilon'\simeq\varepsilon_s(T)\,P(kTL).$$
Only elements fast enough to follow the field contribute.

For uniform barriers, $a=1$, the quality of this approximation can be checked in closed form. Put $v=\omega^2\tau^2$, so that $dE=(kT/2)\,dv/v$. Since $1/[v(1+v)]=1/v-1/(1+v)$,
$$\frac{\varepsilon'}{\varepsilon_s}=\frac{kT}{2W}\left[\ln\frac{v}{1+v}\right]_{v_{\min}}^{v_{\max}}
=1-\frac{kT}{2W}\ln\frac{1+v_{\max}}{1+v_{\min}},$$
where $\ln(v_{\max}/v_{\min})=2W/kT$ was used. Writing $\ln(1+v_{\max})=2(E_{\max}/kT-L)+\ln(1+1/v_{\max})$ gives
$$\frac{\varepsilon'}{\varepsilon_s}=\frac{kTL-U}{W}-\frac{kT}{2W}\left[\ln\left(1+\frac1{v_{\max}}\right)-\ln(1+v_{\min})\right].$$
The first term is $P(kTL)$. The bracket is exponentially small when $1/\omega$ lies well inside the spectrum, where $v_{\max}\gg1$ and $v_{\min}\ll1$.

**Where the peaks lie**

Inside the spectrum, at fixed frequency,
$$\ln\varepsilon'=\text{const}-\frac{T}{T_s}+a\ln(kTL-U).$$
Setting the temperature derivative to zero gives
$$\frac1{T_s}=\frac{a\,kL}{kT_mL-U}
\quad\Rightarrow\quad kT_mL-U=kL\,aT_s .$$
Collecting the terms in $kL$,
$$kL\,(T_m-T_f)=U,\qquad T_f=aT_s .$$
The second derivative, $-a(kL)^2/(kTL-U)^2$, is negative, so this is the single maximum in the interior. Restoring $L=-\ln(\omega\tau_0)$ yields
$$\omega=\frac1{\tau_0}\exp\left[-\frac{U}{k(T_m-T_f)}\right].$$

This is the manuscript's fitting law, obtained from a system in which nothing diverges at $T_f$. Step 3 therefore does not follow from step 1. Here $T_f$ is the product of a shape exponent of the barrier distribution and the temperature scale on which the static permittivity falls. It is not a property of any relaxation time.

**Which step fails**

The fault is in step 2. In a broad spectrum some element does satisfy $\omega\tau=1$ at the peak, namely the one with barrier
$$E^*=kT_mL=U+kLT_f .$$
But $E^*$ depends on frequency: lowering $\omega$ raises $L$ and selects a higher barrier. The fraction of active elements at the peak,
$$P(E^*)=\left(\frac{kLT_f}{W}\right)^a,$$
changes as well. The peak thus follows neither a fixed element nor a fixed quantile of the spectrum. Joining the points $(T_m,1/\omega)$ produces a curve that is not the $\tau(T)$ of anything in the sample.

This also explains why an Arrhenius fit fails although every element is Arrhenius. The local apparent activation energy is
$$\frac{dL}{d(1/kT_m)}=\frac{-U/[k(T_m-T_f)^2]}{-1/(kT_m^2)}=U\left(\frac{T_m}{T_m-T_f}\right)^2,$$
which can far exceed the highest barrier present. An absurd Arrhenius fit rules out a single Arrhenius time followed by the peak. It does not rule out a distribution of Arrhenius times.

**A numerical case**

Take the round model parameters $\tau_0=10^{-13}$ s, $U=0.08$ eV, $E_{\max}=0.60$ eV, $a=1$, $T_s=200$ K and $A=40000$. They represent no particular material. The prediction is $T_f=200$ K. With $k=8.617\times10^{-5}$ eV/K, $U/k=928.4$ K. At 100 Hz, $L=23.491$ and
$$T_m=200+\frac{928.4}{23.491}=239.52\ \text{K}.$$
The peaks below were located numerically from the full Debye integral, without the step approximation.

| $f$ (Hz) | $L$ | $T_m$ (K) | active fraction | peak $\varepsilon'$ |
|---|---|---|---|---|
| $10^2$ | 23.49 | 239.52 | 0.779 | 9402 |
| $10^4$ | 18.89 | 249.16 | 0.626 | 7204 |
| $10^6$ | 14.28 | 265.01 | 0.473 | 5032 |

The selected barrier $E^*$ falls from $0.08+0.405=0.485$ eV at 100 Hz to $0.08+0.246=0.326$ eV at 1 MHz.

A free three-parameter Vogel-Fulcher fit to nine such peaks returns $T_f=199.97$ K, an energy of 0.0801 eV and an attempt time of $9.9\times10^{-14}$ s. Its largest deviation is 0.0014 K. The Arrhenius fit misses by up to 1.58 K and returns 1.97 eV, more than three times the highest barrier, with an attempt time of about $10^{-44.5}$ s. By the manuscript's criteria this system would be declared frozen at 200 K.

Its slowest relaxation time at 200 K is 132 s. At 210 K it is 25 s, whereas the fitted law, read as a relaxation time, gives about $10^{27}$ s. The fit is excellent for the peaks and wrong by some 26 orders of magnitude for the slowest time.

The small difference between the numerical peak at 100 Hz, 239.517 K, and the law, 239.521 K, comes from the upper edge of the spectrum. There $1/v_{\max}=e^{-2(29.07-23.49)}\approx1.4\times10^{-5}$. The leading change in the slope of $\varepsilon'/\varepsilon_s$ is $-(E_{\max}/WT)/v_{\max}$. Divided by the active fraction 0.779, this is about $-9\times10^{-8}$ K$^{-1}$ in the slope of $\ln\varepsilon'$. The curvature of $\ln\varepsilon'$ at the peak is $-1/T_f^2=-2.5\times10^{-5}$ K$^{-2}$, so the peak moves down by about 0.004 K, as found.

**Is the imitation an accident of the chosen functions?**

The authors might reply that the example is contrived. Three variations address this.

First, change $T_s$ to 180 K and leave every barrier, and hence every relaxation time, untouched. The fitted $T_f$ becomes 180.00 K. The fitted "freezing temperature" has moved by 20 K with no change in the dynamics.

Second, take $a=2$ and $T_s=100$ K, which again gives $T_f=200$ K. The numerical peaks stay within 0.35 K of the law. The deviation is larger because $P$ is now curved. The Debye step has the form of a Fermi function of width $kT/2$, and its leading correction to $P$ is $(\pi^2/6)(kT/2)^2P''$. Relative to $P$ this is
$$\delta=\frac{\pi^2}{12}\left(\frac{kT}{kTL-U}\right)^2,$$
or about 0.007 at the 1 MHz peak. There $d\delta/dT=2\delta(1/T_m-1/T_f)\approx-1.7\times10^{-5}$ K$^{-1}$, and the curvature is $-2/T_f^2=-5\times10^{-5}$ K$^{-2}$. The resulting shift is about $-0.35$ K, which accounts for the size of the deviation.

Third, replace the exponential by another smooth static law. For general $\varepsilon_s$ define $q(T)=-d\ln\varepsilon_s/dT$. The stationarity condition $q=a\,kL/(kT_mL-U)$ rearranges to
$$T_m-\frac{a}{q(T_m)}=\frac{U}{kL}.$$
If $a/q$ is constant, it is $T_f$. If it varies slowly, a free fit can absorb the variation into its parameters, and the fitted $T_f$ need not lie within the range of $a/q$. For $\varepsilon_s\propto1/[1+(T/T_q)^2]$ one has $q=2T/(T^2+T_q^2)$, and with $a=1$
$$\frac{U}{kL}=T_m-\frac{T_m^2+T_q^2}{2T_m}=\frac{T_m^2-T_q^2}{2T_m},$$
$$L=\frac Uk\left[\frac1{T_m-T_q}+\frac1{T_m+T_q}\right].$$
At the stationary point the second derivative of $\ln\varepsilon'$ is $-q'-q^2=-2/(T_m^2+T_q^2)$, so it is a maximum.

This is not a Vogel-Fulcher law, because of the second term. That term varies slowly, however, and a fit absorbs it into its parameters. With $T_q=200$ K the free fit gives $T_f=199.1$ K, an energy of 0.084 eV and an attempt time of $4.5\times10^{-13}$ s, with a largest deviation of 0.003 K. The true attempt time is $10^{-13}$ s. Millikelvin residuals therefore do not establish even that the peaks obey the fitted law, still less that its parameters have their nominal meaning.

**Broadening alone is not enough**

The opposite overstatement, that any broadening spectrum produces a Vogel-Fulcher law, would also be wrong. Keep the same barriers but let the static permittivity follow a Curie law, $\varepsilon_s\propto1/T$. Then $q=1/T$, and the condition above becomes
$$(1-a)\,T_m=\frac{U}{kL}\quad\Rightarrow\quad L=\frac{U}{(1-a)\,kT_m}.$$
For $a<1$ this is an Arrhenius law with energy $U/(1-a)$, valid while that energy lies several $kT$ away from both edges of the barrier range, as the step approximation requires. It is a maximum, since the second derivative of $\ln\varepsilon'$ there is $(1-1/a)/T_m^2<0$. For $a\ge1$ the slope $-1/T+a\,kL/(kTL-U)$ is positive throughout the interior, and the peak moves to the upper edge of the spectrum.

The same relaxation times can thus give Vogel-Fulcher or Arrhenius peaks. The static permittivity decides which, so peak temperatures alone cannot determine the dynamics.

**Where the imitation breaks down**

The derivation required $E^*$ to lie several $kT$ below $E_{\max}$. From $L=U/[k(T_m-T_f)]$,
$$E^*=\frac{UT_m}{T_m-T_f},$$
which reaches $E_{\max}$ at
$$T_c=\frac{T_fE_{\max}}{W}=\frac{200\times0.60}{0.52}=230.8\ \text{K}.$$
There $L=E_{\max}/kT_c=W/kT_f$, which corresponds to a frequency of 0.125 Hz. Because the Debye step has a finite width, the law fails before this point: the peak lies at 230.2 K instead of 233.0 K at 1 Hz, and at about 220 K at 0.125 Hz. At much lower frequencies the peak sits at the slow edge of the spectrum.

To find it for $a=1$, set $y=E_{\max}/kT-L$, so that $v_{\max}=e^{2y}$, and neglect $v_{\min}$. Then
$$\frac{\varepsilon'}{\varepsilon_s}=R=1-\frac{kT}{2W}\Lambda,\qquad \Lambda=\ln(1+e^{2y}).$$
With $dy/dT=-E_{\max}/kT^2$ and $r=1/(1+e^{-2y})$,
$$\frac{dR}{dT}=\frac{E_{\max}}{WT}\,r-\frac{k}{2W}\Lambda .$$
The maximum of $\varepsilon_sR$ requires $dR/dT=R/T_s$. Multiplying by $WT/E_{\max}$ and using $T_c=T_sE_{\max}/W$,
$$r=\frac{T}{T_c}+\frac{kT}{2E_{\max}}\left(1-\frac{T}{T_s}\right)\Lambda .$$
The last term is small because $kT\ll E_{\max}$. Dropping it and inverting $r$ gives $y=\frac12\ln[r/(1-r)]$, hence
$$L\simeq\frac{E_{\max}}{kT_m}-\frac12\ln\frac{T_m}{T_c-T_m}.$$
This is an Arrhenius law with a logarithmic correction. It holds well below the crossover frequency and fails close to $T_c$, where the logarithm diverges. Within the model $T_m$ continues towards zero as $\omega\to0$, and nothing stops it at $T_f$.

At 1 mHz the numerical peak lies at 194.3 K, already below the "freezing temperature", while the Vogel-Fulcher extrapolation gives 226.5 K. At 1 µHz, a formal extrapolation rather than a practical experiment, the values are 164.3 K and 222.1 K. The low-frequency formula reproduces both numerical peaks to about 0.02 K.

**What would bear on the claim**

The slowest relaxation time should be measured at fixed temperature instead of being inferred from peaks. The imaginary part of the Debye response is $\omega\tau/(1+\omega^2\tau^2)$. For uniform barriers, substitute $x=\omega\tau$ and $dE=kT\,dx/x$:
$$\frac{\varepsilon''}{\varepsilon_s}=\frac{kT}{W}\left[\arctan(\omega\tau_{\max})-\arctan(\omega\tau_{\min})\right].$$
Between the edges the loss is a plateau of height $\pi kT/2W$. On the low-frequency side it falls to half this height at $\omega\tau_{\max}=1$, where the first arctangent is $\pi/4$ and the second is negligible.

In the example, the edge times read from the numerical loss are 25 s at 210 K, 132 s at 200 K and 822 s at 190 K. They pass through $T_f$ without any anomaly. The spectrum widens from 8.7 decades at 300 K to 13.1 decades at 200 K, in proportion to $1/T$. The half-height frequency at 200 K is $1/(2\pi\times132\ \text{s})\approx1.2$ mHz, which is slow to measure but accessible.

A real spectrum may have a gradual tail instead of a sharp edge. If $\varepsilon_s(T)$ is known independently, one can then follow a fixed value of $\varepsilon'/\varepsilon_s$. In a system with fixed barriers and a common attempt time this holds $P(kTL)$, and hence $kTL$, constant, so the resulting time is Arrhenius within the step approximation. For a fraction in the slow, high-barrier tail the finite width of the Debye step makes the apparent energy rise slightly on cooling, by an amount of order $(kT)^2$ divided by the energy scale of the tail. A spread of attempt times broadens the step further and can enlarge this rise several times with every barrier still fixed. Slowing clearly stronger than both effects allow would be evidence against the fixed-barrier picture. Even then, a divergence would remain an extrapolation beyond the longest time measured.

**Recommendation**

The Vogel-Fulcher parameters may be kept as a compact description of $T_m(\omega)$ over the measured band. The statement that relaxation times diverge at $T_f$ should be withdrawn unless isothermal data support it. My counterexample does not show that this relaxor avoids freezing. Interacting polar regions may have barriers that grow on cooling, which the model excludes by assumption. It shows that a good Vogel-Fulcher fit of the peaks does not by itself establish freezing.

Nor is the model a description of a relaxor. At 300 K, above all the peaks in the table, its $\varepsilon'$ at 1 MHz is only 0.56 of the value at 100 Hz, whereas in a typical relaxor such as lead magnesium niobate the dispersion nearly disappears well above the peak. The full permittivity curves can therefore exclude this particular model, but that would not turn the peak fit into evidence of freezing. The numerical output below lists the remaining frequencies and fit parameters.

## Values computed for the example and the checks

```
Boltzmann constant: 8.617333e-05 eV/K
Attempt time tau0: 1.0e-13 s
Lowest barrier U: 0.08 eV; highest barrier: 0.60 eV
Barrier width W: 0.52 eV
Static decay temperature T_s: 200.0 K
Static amplitude A: 40000 (dimensionless)
Columns: f (Hz), L, T_m numeric (K), T_m law (K), fraction, height
1.000e+02  23.491  239.517  239.521  0.779  9402
3.162e+02  22.339  241.557  241.557  0.740  8851
1.000e+03  21.188  243.815  243.815  0.702  8301
3.162e+03  20.037  246.333  246.333  0.664  7751
1.000e+04  18.885  249.158  249.158  0.626  7204
3.162e+04  17.734  252.349  252.349  0.588  6657
1.000e+05  16.583  255.983  255.983  0.550  6113
3.162e+05  15.432  260.160  260.160  0.511  5571
1.000e+06  14.280  265.010  265.010  0.473  5032
VF fit T_f: 199.97 K
VF fit activation energy: 0.0801 eV
VF fit attempt time: 9.91e-14 s
VF fit largest deviation: 0.0014 K
Arrhenius fit activation energy: 1.97 eV
Arrhenius fit log10(attempt time/s): -44.5
Arrhenius fit largest deviation: 1.58 K
VF fit T_f when only T_s is changed to 180 K: 180.00 K
a=2, T_s=100 K: largest deviation from law: 0.35 K
Other static law, T_q: 200.0 K
Other static law, VF fit T_f: 199.11 K
Other static law, VF fit energy: 0.0838 eV
Other static law, VF fit attempt time: 4.54e-13 s
Other static law, largest fit deviation: 0.0028 K
Columns: T (K), slowest time from loss (s), spectral width (decades)
190  8.224e+02  13.79
200  1.316e+02  13.10
210  2.508e+01  12.48
300  1.201e-03  8.74
log10(VF extrapolated time/s) at 210 K: 27.2
Crossover temperature T_c: 230.77 K
Crossover frequency: 0.125 Hz
Columns: f (Hz), T_m numeric (K), low-f law (K), VF extrapolated (K)
1e-03  194.26  194.27  226.51
1e-06  164.33  164.35  222.14
```
